# Pair Creation and Current Crossover for Massless Dirac Fermions in Graphene

## Problem

A clean, neutral, infinite sheet at zero temperature carries $N_f$ species of massless Dirac fermions with velocity $v$; graphene has $N_f=4$, from two spins and two valleys. At $t=0$ a uniform in-plane electric field of strength $E$ is switched on suddenly and then held fixed. Neglect collisions, interactions, back-reaction on the field and the curvature of the lattice bands.

(a) Find the probability that a mode of given transverse momentum is carried from the lower to the upper band.

(b) Find the mean number $\Gamma$ of pairs created per unit area and time, and distinguish it from the decay rate of the no-pair state.

(c) Find the current density in linear response.

(d) Find the growth of the current at late times, and the time at which it overtakes the linear response.

(e) Evaluate the results for $v=1.0\times10^6$ m/s, $E=1.0\times10^5$ V/m and $N_f=4$, and compare the crossover estimate with the full current.

## Solution

### (a) One mode in the field

Take $e>0$ and let the $x$ axis point along the force on the carriers. For electrons this is opposite to the field, but their charge is negative, so motion along $+x$ carries current along the field. Below, $j$ is the current density along the field, and a carrier moving at $+v$ contributes $+ev$.

The kinetic momentum obeys $p_x(t)=p_x(0)+eEt$, while $p_y$ is conserved. Each mode is therefore a two-level problem,

$$i\hbar\,\dot\psi=v\left[\sigma_x\,(p_x(0)+eEt)+\sigma_y\,p_y\right]\psi .$$

The second valley has the sign of $\sigma_x$ reversed. Conjugation with $\sigma_y$ restores the form above, so all species have the same transition probability.

Introduce the units

$$t_E=\sqrt{\frac{\hbar}{eEv}},\qquad k_E=\frac{1}{vt_E}=\sqrt{\frac{eE}{\hbar v}},$$

and the variables $\kappa=p_y/(\hbar k_E)$ and $u=p_x(t)/(\hbar k_E)$. Since $eEt_E=\hbar k_E$, $u$ grows by one in each time $t_E$. Since $v\hbar k_E t_E/\hbar=1$, the equation becomes $i\,d\psi/du=(u\sigma_x+\kappa\sigma_y)\psi$. The cyclic spin rotation $\sigma_x\to\sigma_z$, $\sigma_y\to\sigma_x$ gives, for the components $(a,b)$,

$$ia'=ua+\kappa b,\qquad ib'=\kappa a-ub .$$

To eliminate $b$, differentiate the first equation: $ia''=a+ua'+\kappa b'$. The second equation gives $\kappa b'=-i\kappa^2a+iu\,\kappa b$, and the first gives $\kappa b=ia'-ua$. Hence

$$ia''=a+ua'-i\kappa^2a-ua'-iu^2a=a-i(u^2+\kappa^2)a .$$

Multiplication by $-i$ yields

$$a''+(u^2+\kappa^2+i)\,a=0 .$$

The parabolic cylinder function $D_\nu(z)$ satisfies $D_\nu''+(\nu+\tfrac12-\tfrac14z^2)D_\nu=0$. Try $a=D_\nu(z)$ with $z=-\sqrt2\,e^{i\pi/4}u$. Then $z^2=2iu^2$ and $(dz/du)^2=2i$, so

$$a''=-2i\left(\nu+\tfrac12-\tfrac{i}{2}u^2\right)a=-\left[2i\nu+i+u^2\right]a .$$

This matches if $2i\nu=\kappa^2$, that is, $\nu=-i\kappa^2/2$.

*Before the crossing.* For $u\to-\infty$, $z$ has argument $\pi/4$, and $D_\nu\simeq z^\nu e^{-z^2/4}$. The exponential is the pure phase $e^{-iu^2/2}$. Then $a'\simeq(-iu+\nu/u)a$, so $\kappa b=ia'-ua\simeq i\nu a/u\to0$. The mode starts purely in component $a$, whose energy $u$ is negative: this is the lower band.

*After the crossing.* For $u\to+\infty$ the argument of $z$ is $-3\pi/4$. The same asymptotic term applies; the accompanying term, proportional to $z^{-\nu-1}e^{z^2/4}$, vanishes as $1/u$. Component $a$ now has positive energy, so remaining in $a$ means having changed band.

With $z=|z|e^{i\theta}$ and $\nu=-i\kappa^2/2$, one has $|z^\nu|=e^{\kappa^2\theta/2}$. The amplitude ratio is therefore

$$\frac{|a(+\infty)|}{|a(-\infty)|}=\frac{e^{-3\pi\kappa^2/8}}{e^{\pi\kappa^2/8}}=e^{-\pi\kappa^2/2},$$

and its square is the interband probability

$$\boxed{P(p_y)=e^{-\pi\kappa^2}=\exp\left(-\frac{\pi v p_y^2}{\hbar eE}\right)}$$

A mode with $p_y=0$ passes straight through the Dirac point and always changes band. For $|\kappa|\gg1$ the smallest gap on the path, $2v|p_y|$, suppresses the transition. Direct integration of the two-level equation at $\kappa=0.5$ gives 0.45592, against 0.45594 from the formula.

### (b) Pair rate and vacuum decay

For one species, the number of modes per unit area in $dp_x\,dp_y$ is $dp_x\,dp_y/(2\pi\hbar)^2$. During $dt$ the field moves an interval $dp_x=eE\,dt$ through $p_x=0$. Each crossing mode leaves an electron in the upper band and a hole in the lower band with probability $P$. Thus

$$\Gamma=N_f\,\frac{eE}{(2\pi\hbar)^2}\int_{-\infty}^{\infty}dp_y\,e^{-\pi vp_y^2/(\hbar eE)} .$$

The Gaussian integral is $\sqrt{\hbar eE/v}$, so

$$\boxed{\Gamma=\frac{N_f\,(eE)^{3/2}}{4\pi^2\hbar^{3/2}v^{1/2}}=\frac{N_f}{4\pi^2}\,\frac{k_E^2}{t_E}}$$

One power of $E$ comes from the rate at which modes reach the crossing. The remaining half power comes from the width in $p_y$ of the strip in which the transition is likely.

The formula describes times $t\gg t_E$. Modes that start or finish within about $k_E$ of the Dirac point have incomplete transitions. They occupy edge regions whose size does not grow with $t$, so they shift the pair density by a constant and leave its late slope unchanged. The sum over the full mode dynamics gives $0.02533\,k_E^2/t_E$ per species, equal to $1/(4\pi^2)$ at this precision. Doubling the field in that calculation gives the exponent 1.5000.

The decay rate $w$ of the no-pair state is a different quantity. A crossing mode stays empty with probability $1-P$. The probability that no pair at all appears is the product of these factors, and $w$ is minus its logarithm per unit area and time:

$$w=\frac{N_f}{4\pi^2}\frac{k_E^2}{t_E}\int_{-\infty}^{\infty}d\kappa\left[-\ln\left(1-e^{-\pi\kappa^2}\right)\right].$$

Expanding $-\ln(1-x)=\sum_{n\ge1}x^n/n$, and using $\int d\kappa\,e^{-n\pi\kappa^2}=n^{-1/2}$, gives

$$w=\Gamma\sum_{n=1}^{\infty}\frac{1}{n^{3/2}}=\zeta(3/2)\,\Gamma\simeq2.612\,\Gamma .$$

The current is governed by the mean number of pairs, hence by $\Gamma$.

**A small gap.** If a mass term $\Delta\sigma_z$ is added, a spin rotation about the $x$ axis combines the two transverse terms into one of size $\sqrt{v^2p_y^2+\Delta^2}$. The solution above then holds with $v^2p_y^2$ replaced by $v^2p_y^2+\Delta^2$, and the pair rate becomes

$$\Gamma_\Delta=\Gamma\,\exp\left(-\frac{\pi\Delta^2}{\hbar veE}\right)=\Gamma\,e^{-\pi(\Delta t_E/\hbar)^2}.$$

The power law of the massless case therefore requires $\Delta\ll\hbar/t_E$. In a weaker field the exponential suppression takes over.

### (c) Linear response

Let $\mathbf s=\langle\boldsymbol\sigma\rangle$, let $\mathbf k=\mathbf p/\hbar$, and let $\mathbf n=(\cos\theta,\sin\theta,0)$ be the direction of the kinetic momentum. The Hamiltonian $\hbar vk\,\mathbf n\cdot\boldsymbol\sigma$ gives

$$\dot{\mathbf s}=2vk\,\mathbf n\times\mathbf s .$$

The instantaneous lower band has $\mathbf s=-\mathbf n$. Write $\mathbf s=-\mathbf n+\delta\,\hat{\boldsymbol\theta}+\eta\,\hat{\mathbf z}$, with $\hat{\boldsymbol\theta}=(-\sin\theta,\cos\theta,0)$. To first order in the field, $\dot{\mathbf n}=\dot\theta\,\hat{\boldsymbol\theta}$, $\mathbf n\times\hat{\boldsymbol\theta}=\hat{\mathbf z}$ and $\mathbf n\times\hat{\mathbf z}=-\hat{\boldsymbol\theta}$ lead to

$$\dot\delta=\dot\theta-2vk\,\eta,\qquad \dot\eta=2vk\,\delta .$$

At this order $k$ and $\dot\theta$ are constants, so $\ddot\delta=-(2vk)^2\delta$. The sudden start gives $\delta(0)=0$ and $\dot\delta(0)=\dot\theta$, hence $\delta=\dot\theta\sin(2vkt)/(2vk)$. Since $\dot k_x=eE/\hbar$, the angle turns at the rate $\dot\theta=-(eE/\hbar)\,k_y/k^2$. The $x$ component of the deviation is

$$\delta s_x=-\sin\theta\,\delta=\frac{eE}{\hbar}\,\frac{k_y^2}{2vk^4}\,\sin(2vkt).$$

The velocity operator is $v\sigma_x$. The part $-n_x$ of $s_x$ is the band velocity of the filled lower band; over a complete, periodic Brillouin zone it sums to zero, so it is removed before the Dirac continuum is used. With $k_y=k\sin\varphi$ and $d^2k=k\,dk\,d\varphi$,

$$j=N_f\,ev\int\frac{d^2k}{(2\pi)^2}\,\delta s_x
=\frac{N_fe^2E}{4\pi^2\hbar}\cdot\frac12\int_0^{2\pi}\sin^2\varphi\,d\varphi\int_0^\infty\frac{\sin(2vkt)}{k}\,dk .$$

The angular integral is $\pi$ and the radial one is $\pi/2$. The product is $\frac12\cdot\pi\cdot\frac{\pi}{2}=\pi^2/4$, and therefore

$$\boxed{j=\sigma_0E,\qquad \sigma_0=\frac{N_fe^2}{16\hbar}}$$

Time has dropped out: without any scattering, the current is constant. This plateau has two limits.

- The radial integral reaches $\pi/2$ only if $vk_{\max}t\gg1$, where $k_{\max}$ marks the end of the Dirac cone.
- The important wave numbers are of order $1/(vt)$. The field must not shift them appreciably, so $eEt/\hbar\ll1/(vt)$, which means $t\ll t_E$.

In the full dynamics $j/(\sigma_0E)$ differs from 1 by less than 0.1% at $0.3\,t_E$ and by about 0.16% at $0.4\,t_E$.

### (d) Late growth and crossover time

Well after its crossing, an excited mode has $p_x\gg|p_y|$. Its expectation value $s_x$ is close to $+1$, whereas the lower band would have $-1$. The difference is 2, so each pair carries the current $2ev$: the electron contributes $ev$ and the hole another $ev$. This speed is fixed, so the current grows because the number of pairs grows:

$$\frac{dj}{dt}=2ev\Gamma .$$

The argument omits the oscillating coherence between the bands and the modes still near the Dirac point. The mode sum, fitted between $5\,t_E$ and $8\,t_E$, gives 0.999 times this slope, so they leave it unchanged to about 0.1%. They can still contribute a constant to $j$.

Define the crossover time by equating the two leading terms, $\sigma_0E=2ev\Gamma t_c$:

$$t_c=\frac{\sigma_0E}{2ev\Gamma}
=\frac{N_fe^2E}{16\hbar}\cdot\frac{4\pi^2\hbar^{3/2}v^{1/2}}{2ev\,N_f(eE)^{3/2}} .$$

The numbers combine to $4\pi^2/32=\pi^2/8$. The charges and fields give $e^2E/[e(eE)^{3/2}]=(eE)^{-1/2}$, and the rest is $\hbar^{1/2}v^{-1/2}$. Thus

$$\boxed{t_c=\frac{\pi^2}{8}\sqrt{\frac{\hbar}{eEv}}\simeq1.234\,t_E}$$

The number of species cancels because both currents are proportional to it. A stronger field shortens the linear regime as $E^{-1/2}$. The pair density estimated at this time is

$$\Gamma t_c=\frac{N_fk_E^2}{4\pi^2}\cdot\frac{\pi^2}{8}=\frac{N_fk_E^2}{32}.$$

### (e) Numbers and the full current

For the given parameters, $t_E=81.13$ fs and $k_E=1.2326\times10^7$ m$^{-1}$. With $N_f=4$, the pair rate is

$$\Gamma=\frac{k_E^2}{\pi^2t_E}=\frac{(1.2326\times10^7\ \text{m}^{-1})^2}{\pi^2\,(81.13\times10^{-15}\ \text{s})}=1.897\times10^{26}\ \text{m}^{-2}\,\text{s}^{-1},$$

or about 190 pairs per square micrometre per picosecond. The conductivity $\sigma_0=6.085\times10^{-5}$ S gives the plateau current

$$\sigma_0E=(6.085\times10^{-5}\ \text{S})(1.0\times10^5\ \text{V/m})=6.085\ \text{A/m}.$$

The crossover time is $t_c=1.2337\times81.13$ fs $=100.1$ fs, and the estimated density at that time is $k_E^2/8=1.90\times10^{13}$ m$^{-2}$. The sum over all modes gives a density about 30% higher, because the estimate omits the edge regions described in (b). At a field ten times weaker $t_c$ is 316.5 fs; at one ten times stronger it is 31.7 fs.

The full current, summed over all modes, shows how far the estimate can be trusted:

| $t/t_E$ | $j/(\sigma_0E)$ |
|---|---|
| 1.000 | 1.06 |
| 1.234 | 1.14 |
| 2.000 | 1.72 |
| 4.000 | 3.39 |
| 8.000 | 6.63 |

At $t_c$ the current is only 14% above the plateau. Adding the two leading terms would have given twice the plateau value, so they may not simply be summed. Each is the leading term in its own range of times, the plateau for $t\ll t_E$ and the linear growth for $t\gg t_E$.

The late current can be compared in the same way. Since $2ev\Gamma t=\sigma_0E\,t/t_c$, its predicted slope in the units of the table is $1/1.2337=0.811$. The fitted line is

$$\frac{j}{\sigma_0E}\simeq0.15+0.81\,\frac{t}{t_E}.$$

Its offset is about 0.15, not 1, so at late times too the current is not the plateau value plus the growth term. The argument in (d) fixes the slope but not this offset, which is a numerical result. Its second digit depends on how it is extracted: with the slope held at its exact value, $j/(\sigma_0E)-t/t_c$ is about 0.14 between $5\,t_E$ and $8\,t_E$. The fitted line meets the plateau at $(1-0.15)/0.81\simeq1.05\,t_E$, about 15% earlier than $t_c$. The current reaches twice the plateau at $2.28\,t_E$, or 185 fs. The crossover is thus gradual: the current leaves the plateau at about $t_E$ and is close to the fitted line by $2\,t_E$. The time $t_c$ sets the scale of this change.

The example also shows what the idealization demands. Carriers travel $vt_c\simeq100$ nm before the crossover, so the mean free path and the sheet must both be considerably longer; the last entry of the table, at $8\,t_E$, corresponds to about 650 nm. The mean free path includes collisions between electrons and holes, which relax the current in a neutral sheet. The Coulomb coupling $e^2/(4\pi\varepsilon_0\hbar v)\simeq2.2$ of an unscreened sheet is not small, so these collisions cannot be assumed slow compared with $t_E$ in real graphene. The energy scale is $\hbar/t_E=8.1$ meV. At temperature $T$, a mode starts with the occupation difference $\tanh(vp/2k_BT)$ between the bands instead of 1, where $p$ is its initial momentum. This weakens the interband response of modes with $vp\lesssim k_BT$. It also means that the band velocities, weighted by occupation, no longer sum to zero once the field has shifted the carriers: the thermally excited electrons and holes add an intraband current. Near $t_c$ this addition outweighs the loss, and the total current exceeds its zero-temperature value. The results at these times therefore need $k_BT\ll8$ meV. Room temperature, at roughly 25 meV, does not satisfy this. Doping must be small on the same scale: a mode with both bands filled or both empty cannot produce a pair, and the added carriers bring an intraband current of their own.

The remaining values are listed in the numerical output.

## Numbers as computed

```
Interband probability: ky/k_E, evolved, formula
  0.2  0.88191  0.88191
  0.5  0.45592  0.45594
  0.8  0.13390  0.13391
Weak-field mode response, evolved/formula: 1.0002
Vacuum-decay rate / pair rate: 2.6124
Early current / (sigma0 E): t/t_E, ratio
  0.3  1.0003
  0.4  1.0016
Pair rate per species, simulated (k_E^2/t_E): 0.02533
Pair rate per species, formula (k_E^2/t_E): 0.02533
Late current slope, simulated/formula: 0.9988
Late current offset / (sigma0 E): 0.149
Field exponent of the pair rate, simulated: 1.5000
Crossover time t_c/t_E: 1.2337
Full current / (sigma0 E): t/t_E, ratio
  1.000  1.059
  1.234  1.138
  2.000  1.720
  3.000  2.577
  4.000  3.385
  6.000  5.006
  8.000  6.625
Time of doubled current t/t_E: 2.281
Velocity v: 1.0e+06 m/s; species N_f: 4
Field E: 1.0e+05 V/m
Time unit t_E: 81.13 fs
Momentum unit k_E: 1.2326e+07 1/m
Energy scale hbar/t_E: 8.113 meV
Pair rate Gamma: 1.8974e+26 1/(m^2 s)
Pair rate Gamma: 189.7 1/(um^2 ps)
Conductivity sigma0: 6.0853e-05 S
Plateau current sigma0 E: 6.085 A/m
Crossover time t_c: 100.1 fs
Distance v t_c: 100.1 nm
Estimated pair density Gamma t_c: 1.899e+13 1/m^2
Time of doubled current: 185.1 fs
Other fields: E (V/m), t_c (fs), Gamma (1/(m^2 s))
  1.0e+04  316.5  6.000e+24
  1.0e+06  31.7  6.000e+27
```
